# Electron-only electrostatics of an undoped cylindrical gate-all-around wire, part 1

(Sections cited here and not found follow in the second part.)

## First half: the potential inside the wire

### The situation

A thin silicon wire is wrapped in oxide, and the oxide is wrapped in a metal gate. The silicon has no dopants. At low gate voltage the few electrons present spread through the whole cross-section. At higher gate voltage they crowd towards the surface and screen the middle of the wire from the gate. A doped transistor has a fixed depletion charge that sets the shape of the potential before the mobile electrons matter. Here the electrons are the only charge, and they must shape the potential that holds them. What is that potential?

Let $r$ be the distance from the axis, $R$ the wire radius and $q>0$ the elementary charge. The electrostatic potential $\psi$ is measured from the value at which the intrinsic level coincides with the source Fermi level. The thermal voltage is $\phi_t=kT/q$. For non-degenerate electrons,

$$n=n_i\,e^{(\psi-V)/\phi_t},$$

where $n_i$ is the intrinsic density and $V$ is the electron quasi-Fermi potential, equal to zero at the source.

I take $V$ to be the same at every radius of one cross-section. This follows if no electron current flows radially. With mobility $\mu$ and diffusion coefficient $D=\mu\phi_t$, the radial current density is

$$J_r=-q\mu n\frac{d\psi}{dr}+qD\frac{dn}{dr}.$$

The density law gives $dn/dr=(n/\phi_t)(d\psi/dr-dV/dr)$. On substitution the two terms in $d\psi/dr$ cancel, leaving $J_r=-q\mu n\,dV/dr$. Zero radial current with $n>0$ therefore means uniform $V$.

Three more assumptions enter now. The wire is long enough for axial changes of the field to be neglected in Poisson's equation. The potential does not depend on the angle around the axis. Holes are left out. At $V=0$ the hole density is $n_ie^{-\psi/\phi_t}$, so the hole-to-electron ratio is $e^{-2\psi/\phi_t}$. It falls to one per cent at $\psi=\phi_t\ln10$, which is 59.5 mV at 300 K. At $V=0$ the electron-only model is meant for potentials above that. For $V>0$, with the holes still in equilibrium with the source, the ratio is $e^{(V-2\psi)/\phi_t}$ and can exceed one near the drain. The hole density itself stays below $n_i$ for $\psi>0$, too little to bend the potential of a wire of nanometre radius noticeably.

### Poisson's equation, with its sign

Apply Gauss's law to a shell between $r$ and $r+dr$, of length $L$. The outward field is $E=-d\psi/dr$ and the charge density is $-qn$. The net outward flux equals the enclosed charge divided by the silicon permittivity $\varepsilon_s$:

$$d(2\pi rLE)=-\frac{qn}{\varepsilon_s}\,2\pi rL\,dr .$$

Divide by $2\pi rL\,dr$ and insert $E=-d\psi/dr$. Both sides carry a minus sign, and it cancels:

$$\frac1r\frac{d}{dr}\left(r\frac{d\psi}{dr}\right)=\frac{qn}{\varepsilon_s}.$$

The potential curves upward, so it is lowest on the axis and rises towards the gate. With

$$u=\frac{\psi-V}{\phi_t},\qquad \delta=\frac{qn_i}{\varepsilon_s\phi_t},$$

the equation becomes

$$\frac1r\frac{d}{dr}\left(r\frac{du}{dr}\right)=\delta e^u. \tag{1}$$

The constant $\delta$ has the dimension of an inverse area.

### Simple case: a nearly uniform electron gas

Suppose first that there are so few electrons that they hardly bend the potential. On the right of (1), $u$ may then be replaced by its axis value $u_0$. Define $B$ by

$$8B=\delta e^{u_0}.$$

The factor 8 is a choice that will keep later expressions short. Multiply (1) by $r$ and integrate from the axis:

$$r\frac{du}{dr}=8B\,\frac{r^2}{2}=4Br^2 .$$

There is no integration constant, because a vanishingly thin cylinder around the axis encloses no charge when the density is finite. Divide by $r$ and integrate again:

$$u-u_0=2Br^2 .$$

The potential is a parabola. The approximation is consistent when the total rise $2BR^2$ is much less than one, that is, when the potential varies by much less than $\phi_t$ across the wire.

The next correction comes from feeding this parabola back into the density. To first order $e^u=e^{u_0}(1+2Br^2)$, so

$$r\frac{du}{dr}=8B\int_0^r r'\left(1+2Br'^2\right)dr'=4Br^2+4B^2r^4,$$

and after division by $r$ and one more integration

$$u-u_0=2Br^2+B^2r^4 .$$

With $x=Br^2$ this reads $2x+x^2$. The series of $-2\ln(1-x)$ begins $2x+x^2+\tfrac23x^3$, so the two computed terms agree with that logarithm. Two terms do not prove a closed form, but they give something to compare with.

### General case: removing the explicit radius

Equation (1) is awkward because $r$ appears explicitly. Use the logarithm of the radius as the variable:

$$s=\ln\frac rR,\qquad \frac{d}{ds}=r\frac{d}{dr}.$$

Multiplying (1) by $r^2$ turns its left side into $r\,\frac{d}{dr}\left(r\frac{du}{dr}\right)=d^2u/ds^2$, and its right side into $\delta r^2e^u$. The factor $r^2$ can be absorbed into the exponential by defining

$$w=u+2s+\ln(\delta R^2),\qquad e^w=\delta r^2e^u .$$

The added terms are linear in $s$ and have no second derivative. Hence

$$\frac{d^2w}{ds^2}=e^w. \tag{2}$$

Let $p=dw/ds=2+r\,du/dr$. Multiply (2) by $p$. The left side is $p\,dp/ds=\frac{d}{ds}(p^2/2)$ and the right side is $e^w\,dw/ds=\frac{d}{ds}e^w$. Integration gives

$$p^2=2e^w+2C. \tag{3}$$

The axis fixes $C$. There $r\,du/dr\to0$, for the reason already given, so $p\to2$. The density is finite, so $e^w=\delta r^2e^u\to0$. Equation (3) then says $4=2C$, or $C=2$.

The condition can be seen at work in an example. Take the surface values $e^w=160$ and $p=18$. They satisfy $18^2-2\cdot160=4$, as $C=2$ requires. Integrating (2) inward to $r=Re^{-9}$ gives $r\,du/dr=4.9\times10^{-8}$, still falling to zero. Now raise the surface value of $p$ by one per cent, to 18.18, and keep $e^w$. Equation (3) gives $2C=18.18^2-320=10.51$, so near the axis $p\to\sqrt{10.51}=3.242$ and $r\,du/dr\to1.242$. The numerical integration gives 1.242 as well. A constant value of $r\,du/dr$ is the field of a line charge, here a negative one lying on the axis. The undoped wire has no such charge, so the second solution is discarded.

### Integrating once more

With $C=2$, equation (3) gives $e^w=(p^2-4)/2$. Since $dp/ds=e^w$,

$$\frac{dp}{ds}=\frac{p^2-4}{2}.$$

Away from the axis a cylinder encloses electrons, so $r\,du/dr>0$ and $p>2$. Division by $p^2-4$ is therefore allowed. Partial fractions give

$$\frac{2}{p^2-4}=\frac12\left(\frac1{p-2}-\frac1{p+2}\right),$$

and integration over $s$ yields

$$\frac12\ln\frac{p-2}{p+2}=s+\text{constant}.$$

Multiply by two and exponentiate. Because $e^{2s}=r^2/R^2$, the right side is a positive constant times $r^2$. Call the constant $B$ for now:

$$\frac{p-2}{p+2}=Br^2=x .$$

For $p>2$ the left side lies between 0 and 1. Therefore $0<Br^2<1$ at every radius $0<r\le R$, and in particular

$$\beta=BR^2<1 .$$

Solve for $p$. From $p-2=xp+2x$ it follows that $p(1-x)=2(1+x)$, so

$$p=\frac{2(1+x)}{1-x}.$$

Then

$$e^w=\frac{p^2-4}{2}=\frac{2\left[(1+x)^2-(1-x)^2\right]}{(1-x)^2}=\frac{8x}{(1-x)^2},$$

since the square bracket equals $4x$. Divide by $\delta r^2$ to recover $e^u$:

$$e^u=\frac{8B}{\delta(1-Br^2)^2}. \tag{4}$$

At $r=0$ this is $8B=\delta e^{u_0}$, so $B$ is the same constant as in the simple case. Taking the logarithm and restoring the potential,

$$\boxed{\psi(r)=V+\phi_t\ln\frac{8B}{\delta}-2\phi_t\ln(1-Br^2)} \tag{5}$$

The last term is the potential measured from the axis. The constant before it is not free, because the same $B$ sets both the level and the shape.

Direct differentiation confirms (5). The slope is $du/dr=4Br/(1-x)$, so $r\,du/dr=4x/(1-x)$. Its derivative with respect to $x$ is $4/(1-x)^2$, and $dx/dr=2Br$. Hence

$$\frac1r\frac{d}{dr}\left(r\frac{du}{dr}\right)=\frac1r\,\frac{4\cdot2Br}{(1-x)^2}=\frac{8B}{(1-x)^2}=\delta e^u .$$

As a separate test, (1) was integrated numerically outward from the axis with $\delta R^2e^{u_0}=6.4$. This means $\beta=6.4/8=0.8$, and (5) predicts a rise $u(R)-u_0=-2\ln0.2=3.219$. The integration agreed within $10^{-6}$.

### First limit: small $\beta$

For $x\ll1$ the logarithm in (5) returns $2x+x^2$, the two terms found by iteration. The density on the axis follows from (4):

$$n(0)=n_ie^{u_0}=\frac{8\varepsilon_s\phi_t}{qR^2}\,\beta=n_{\max}\beta,\qquad n_{\max}=\frac{8\varepsilon_s\phi_t}{qR^2}. \tag{6}$$

At other radii $n(r)=n_{\max}\beta/(1-Br^2)^2$. For small $\beta$ this is nearly uniform.

Since $\beta<1$, the axis density in this classical, non-degenerate model stays below $n_{\max}$ however strongly the surface is charged. The local Debye length on the axis, $L_D=\sqrt{\varepsilon_s\phi_t/(qn(0))}$, gives this bound a meaning. Equation (6) becomes $\beta=R^2/(8L_D^2)$, so $\beta<1$ means $L_D>R/\sqrt8$. More electrons on the axis would make the screening length too short for the wire to contain the solution: the potential would diverge at $r=1/\sqrt B$, inside the silicon. For $R=10$ nm and relative permittivity 11.7 at 300 K, $n_{\max}=1.34\times10^{18}$ cm$^{-3}$. Halving the radius raises it fourfold. The bound belongs to the Boltzmann model. For the gated wire of the second half, Fermi-Dirac statistics give an axis density that passes $n_{\max}$ between 1.2 and 1.5 V and reaches about $1.1\,n_{\max}$ at 2 V of gate drive (where the oxide field of 7 MV/cm is already near breakdown), and hard-wall confinement gives about $1.1\,n_{\max}$ already at 0.8 V.

### Second limit: $\beta$ close to one

Let $y=R-r$ be the depth below the surface. For $y\ll R$ and $1-\beta\ll1$,

$$1-\beta\left(1-\frac yR\right)^2\approx(1-\beta)+\frac{2y}{R}=\frac2R(y+y_0),\qquad y_0=\frac{(1-\beta)R}{2}.$$

The density becomes

$$n\approx\frac{n_{\max}R^2}{4(y+y_0)^2}=\frac{2\varepsilon_s\phi_t}{q(y+y_0)^2}.$$

The explicit radius has cancelled. This should be the electron layer at a flat surface, where Poisson's equation is $d^2u/dy^2=\delta e^u$. Insert $e^u=2/[\delta(y+y_0)^2]$. Then $u=-2\ln(y+y_0)+\text{constant}$ and $d^2u/dy^2=2/(y+y_0)^2=\delta e^u$, as required.

This limit also explains the factor $-2$. If $u=-m\ln(y+y_0)+\text{constant}$, the curvature varies as $(y+y_0)^{-2}$ while the density varies as $(y+y_0)^{-m}$. Poisson's equation can balance them if $m=2$.

### The charge

Let $Q$ be the magnitude of the electron charge per unit area of wire surface. Gauss's law gives $Q=\varepsilon_s\,d\psi/dr$ at $r=R$. With the slope found above,

$$Q=Q_1\frac{\beta}{1-\beta},\qquad Q_1=\frac{4\varepsilon_s\phi_t}{R}. \tag{7}$$

Integrating the density must give the same result. Use $r\,dr=dx/(2B)$ in the charge per unit length:

$$q\int_0^R n\,2\pi r\,dr=8\pi\varepsilon_s\phi_t\int_0^\beta\frac{dx}{(1-x)^2}=8\pi\varepsilon_s\phi_t\frac{\beta}{1-\beta}.$$

This equals $2\pi RQ$ with $Q$ from (7).

Write $X=Q/Q_1=\beta/(1-\beta)$. Then $\beta=X/(1+X)$ and $1/(1-\beta)=1+X$, so the surface density is

$$n(R)=\frac{n_{\max}\beta}{(1-\beta)^2}=n_{\max}X(1+X)=\frac{2Q}{qR}+\frac{Q^2}{2q\varepsilon_s\phi_t}. \tag{8}$$

The first term is the average density in the wire, because $2\pi RQ/(q\pi R^2)=2Q/(qR)$. The second is the flat-surface result. They are equal at $X=1$, or $\beta=1/2$, which marks the passage from a filled cross-section to a surface layer.

## Second half: the gate, an example and the limits of the model

### What is carried over

The wire has radius $R$, permittivity $\varepsilon_s$ and intrinsic density $n_i$. Its potential is

$$\psi(r)=V+\phi_t\ln\frac{8\beta}{\delta R^2}-2\phi_t\ln\left(1-\beta\frac{r^2}{R^2}\right),\qquad \delta=\frac{qn_i}{\varepsilon_s\phi_t},$$

with $\phi_t=kT/q$, uniform quasi-Fermi potential $V$ and $0<\beta<1$. The electron charge per surface area has magnitude $Q=Q_1X$, where $X=\beta/(1-\beta)$ and $Q_1=4\varepsilon_s\phi_t/R$. The axis density is $n_{\max}\beta$ and the surface density is $n_{\max}X(1+X)$, with $n_{\max}=8\varepsilon_s\phi_t/(qR^2)$. What remains is to find $\beta$ from the gate voltage.

### Adding the oxide

The oxide has thickness $t$ and permittivity $\varepsilon_{ox}$. Assume for now that it and its interface hold no charge. The electric flux through any cylinder in the oxide is then the same, and

$$\frac{d\psi}{dr}=\frac{QR}{\varepsilon_{ox}r},\qquad R<r<R+t .$$

At $r=R$ this gives $\varepsilon_{ox}\,d\psi/dr=Q$, matching the silicon side. The voltage across the oxide is

$$\frac{QR}{\varepsilon_{ox}}\ln\left(1+\frac tR\right)=\frac{Q}{C_{ox}},\qquad C_{ox}=\frac{\varepsilon_{ox}}{R\ln(1+t/R)} .$$

For $t\ll R$ the logarithm becomes $t/R$ and $C_{ox}$ becomes $\varepsilon_{ox}/t$, the parallel-plate value.

Let $\Delta$ be the gate voltage offset due to the work-function difference between the gate and intrinsic silicon. Then $V_G-\Delta=\psi(R)+Q/C_{ox}$. Define the gate drive $U=V_G-\Delta-V$. Subtract $V$, divide by $\phi_t$ and insert the results above:

$$\frac U{\phi_t}=\ln\frac{8\beta}{\delta R^2}-2\ln(1-\beta)+\eta\frac{\beta}{1-\beta},\qquad \eta=\frac{4\varepsilon_s}{RC_{ox}}. \tag{9}$$

The three terms are the axis potential relative to $V$, the rise from axis to surface, and the oxide voltage, all in units of $\phi_t$. The derivative of the right side with respect to $\beta$ is

$$\frac1\beta+\frac2{1-\beta}+\frac\eta{(1-\beta)^2}>0 .$$

The right side runs from $-\infty$ at $\beta\to0$ to $+\infty$ at $\beta\to1$. Hence each gate drive gives one value of $\beta$, and a simple root search finds it. Along a transistor channel $V$ changes from source to drain. Within the assumption of slow axial variation, (9) applies at each section with the local $V$. The assumption fails at the drain end as the drain bias grows, because the profile changes along the axis and a radial current must flow. For the wire used below, with a 100 nm gate, 0.8 V of drive at the source and constant mobility, the radial drop of $V$ at the drain end is about 1 mV at 0.2 V of drain bias and about 13 mV at 0.3 V. The neglected axial term there is about 0.1 and 2 times the charge term on the axis. At mid-channel both stay small.

### Limit of low gate drive

For small $\beta$ the last two terms in (9) are approximately $(2+\eta)\beta$. When this is much less than one, the first term suffices:

$$\beta\approx\frac{\delta R^2}{8}e^{U/\phi_t},\qquad Q\approx\frac{qn_iR}{2}e^{U/\phi_t}.$$

The second expression follows from $Q\approx Q_1\beta$. It describes a uniformly filled wire, with charge per length $\pi R^2qn_ie^{U/\phi_t}$. The gate drive needed to raise the charge tenfold is $\phi_t\ln10$, independent of the oxide thickness in this limit. A finite-volume solution of Poisson's equation with the gate attached, for the wire used below, gave 59.53 mV per decade between 0.20 and 0.22 V. This agrees with $\phi_t\ln10$ within 0.1 per cent.

The potential inside the wire is now known in closed form for classical electrons, and equation (9) fixes its one parameter $\beta$ from the gate drive, with a simple limit at low drive. What remains is the limit of high drive, a worked example, and the question of how well the model describes a real wire.
